Why drain bias raises injection velocity in a degenerate parabolic ballistic channel

Anyone who estimates the on-current of a ballistic transistor as charge times velocity must decide at which drain bias the velocity is to be evaluated. One choice is to take the sheet density N at the top of the source barrier, find the Fermi level that gives this density in equilibrium, and use the mean forward velocity of that gas. The other is to find the Fermi level again with the drain bias applied, at the same N. For an effective mass of 0.20 free-electron masses, one valley, 300 K and N = 5×10¹² cm⁻², the first choice gives 1.63×10⁷ cm/s and the second, at high drain bias, 2.06×10⁷ cm/s. The currents differ by the same factor, 1.26.

The second choice is the right one at fixed charge. The reason has two parts, which need to be kept apart: a change of Fermi level, which happens at any density, and the response of the velocity to that change, which needs both degeneracy and a suitable band.

**The model**

Consider the plane at the top of the barrier between source and channel. Carriers cross it without scattering, there is no tunnelling, and the contacts absorb whatever reaches them. States moving towards the drain (k_x > 0) are then filled by the source, and states moving towards the source (k_x < 0) by the drain. The electrons occupy one two-dimensional parabolic subband with spin factor 2. Energies are measured from the barrier top, so E = ħ²k²/2m, and x = E/kT. The source Fermi level, measured from the same point in units of kT, is η_S. With drain voltage V and u = qV/kT, q > 0, the drain Fermi level is η_D = η_S − u.

The injection velocity v⁺ is the mean x-velocity of the right-moving carriers alone. It differs from the current divided by the total charge, which also contains the flow coming back from the drain.

The density of right-movers is a sum over half the k-plane. The polar angle θ runs from −π/2 to π/2 and contributes a factor π:

n⁺ = [2/(2π)²] ∫ f k dk dθ = (1/2π) ∫ f k dk.

With k dk = (m/ħ²) dE and f = 1/(1 + e^{x−η_S}) this becomes

n⁺ = (N₂/2) F₀(η_S), N₂ = m kT/(πħ²), F₀(η) = ∫₀^∞ dx/(1 + e^{x−η}) = ln(1 + e^η).

The last integral is elementary because its integrand is −d/dx ln(1 + e^{η−x}).

The forward particle flux has the extra factor v cos θ, with v = √(2E/m). The angular integral of cos θ is 2, so

J⁺ = (1/π²) ∫ v f k dk = [m kT/(π²ħ²)] √(2kT/m) ∫₀^∞ √x f dx.

Define F_{1/2}(η) = (2/√π) ∫₀^∞ √x dx/(1 + e^{x−η}). The integral in J⁺ is then (√π/2) F_{1/2}, and collecting factors gives

J⁺ = (N₂/2) v_T F_{1/2}(η_S), v_T = √(2kT/πm).

Dividing flux by density,

v⁺ = J⁺/n⁺ = v_T F_{1/2}(η_S)/F₀(η_S).

Drain bias does not appear here explicitly. If v⁺ depends on V, it does so through η_S.

**What fixed charge does to the Fermi level**

The total density is the sum of both halves of the k-plane:

N = (N₂/2) [F₀(η_S) + F₀(η_S − u)].

Let ν = N/N₂, w = e^{−u} and a = e^{η_S}. Multiplying by 2/N₂ and exponentiating gives

(1 + a)(1 + wa) = e^{2ν}, or wa² + (1 + w)a − (e^{2ν} − 1) = 0.

The product of the roots is negative, so one root is positive, as a must be. Written in a form that stays finite for w → 0, it is

a = 2(e^{2ν} − 1) / {(1 + w) + √[(1 + w)² + 4w(e^{2ν} − 1)]}.

The end points follow directly from the product form. At zero bias w = 1 and (1 + a)² = e^{2ν}. At high bias w → 0 and 1 + a = e^{2ν}. Hence

η₀ = ln(e^ν − 1), η_∞ = ln(e^{2ν} − 1).

Since e^{2ν} − 1 = (e^ν − 1)(e^ν + 1), the total rise is

Δη = η_∞ − η₀ = ln(1 + e^ν).

To see how the rise proceeds, differentiate the charge condition at constant N. Because dF₀/dη = 1/(1 + e^{−η}), which is the occupation at the barrier top, this gives

f_S dη_S + f_D (dη_S − du) = 0, so dη_S/du = f_D/(f_S + f_D).

Here f_S and f_D are the occupations at E = 0 of the source-filled and drain-filled states. The slope is 1/2 at zero bias and goes to zero as the drain-filled states empty. Once there is nothing left to remove, further bias has no effect on η_S in this model.

The source Fermi level itself is held by its contact. What moves is the barrier: it sinks by kTΔη, admitting enough extra right-movers to replace the missing left-movers. If the barrier were frozen instead, high bias would halve the charge, from 5.0 to 2.5×10¹² cm⁻² in the example, and v⁺ would not change. Emptying the drain-filled states therefore raises v⁺ only if the barrier then sinks and restores at least part of the lost charge.

The rise of η_S is not peculiar to degenerate channels. For ν → 0 it tends to ln 2: in a dilute gas, doubling the right-moving density requires e^{η_S} to double. At 300 K, where kT is 25.85 meV, this is a barrier drop of about 18 meV. For ν ≫ 1 the rise tends to ν.

**Why the velocity responds**

In a dilute gas, raising the Fermi level multiplies every occupation by the same factor. There are more carriers, but their distribution over velocity is unchanged. In a degenerate gas the low states are nearly full and cannot take more, so the added carriers go to higher energies.

This can be made quantitative without assuming a parabolic band. From the Fermi function, ∂f/∂η = f(1 − f). Let ⟨A⟩ = ∫Af d²k/∫f d²k denote an average over the right-movers. Differentiating v⁺ = ∫v_x f d²k/∫f d²k by the quotient rule gives

dv⁺/dη = ⟨v_x(1 − f)⟩ − ⟨v_x⟩⟨1 − f⟩.

This is the covariance of forward velocity and vacancy. Since f depends on energy alone, v_x can first be averaged over the right-moving states at each energy; call the result c(E). Let P(E) be the normalized energy distribution of the right-movers. A covariance can be written as a double average over pairs:

dv⁺/dη = ½ ∫∫ P(E)P(E′) [c(E) − c(E′)] [f(E′) − f(E)] dE dE′.

For E > E′ the second bracket is positive, because f falls with energy. If c increases with energy the first bracket is positive as well; for E < E′ both change sign. The integral is then positive, and v⁺ rises with η. In the dilute limit f is small everywhere, the second bracket is of order e^η, and the response disappears.

For the parabolic band the average of cos θ over the half-circle is 2/π, so c(E) = (2/π)√(2E/m), which does increase. Combining the two parts,

dv⁺/du at fixed N = (dv⁺/dη) f_D/(f_S + f_D) > 0.

The first factor carries the degeneracy, the second the emptying of the drain-filled states. The covariance formula was tested against the slope of F_{1/2}/F₀ using direct sums over the k-plane, from dilute to degenerate filling.

**How large the gain can be**

Let R = v⁺(η_∞)/v⁺(η₀) be the gain on complete emptying. At zero bias F₀(η₀) = ν, and at high bias F₀(η_∞) = 2ν. The high-bias velocity at density N is thus the equilibrium velocity at density 2N.

For a dilute gas, expand f = ae^{−x} − a²e^{−2x} + … and integrate term by term:

F₀ = a − a²/2 + …, F_{1/2} = a − a²/(2√2) + ….

The quotient is

v⁺/v_T = 1 + a[1/2 − 1/(2√2)] + … = 1 + [(2 − √2)/4] a + ….

To this order a may be replaced by F₀, which is ν before and 2ν after emptying. Therefore

R ≈ 1 + (2 − √2)ν/4 (ν ≪ 1).

For a strongly degenerate gas F₀ = η up to an exponentially small term, and the Sommerfeld expansion gives

∫₀^∞ √x f dx ≈ (2/3)η^{3/2} + (π²/6)(1/2)η^{−1/2} = (2/3)η^{3/2}[1 + π²/(8η²)].

Multiplying by 2/√π and dividing by η,

v⁺ ≈ v_T [4/(3√π)] √η [1 + π²/(8η²)].

With η going from ν to 2ν,

R ≈ √2 [1 + π²/(32ν²)]/[1 + π²/(8ν²)] ≈ √2 [1 − 3π²/(32ν²)] (ν ≫ 1).

The leading factor has a simple picture at zero temperature. In equilibrium the occupied states form a full disc up to E₀ = πħ²N/m. Under bias they form two half-discs, with energies E_F on the right and E_F − qV on the left. The area is conserved when

E_F + (E_F − qV) = 2E₀, so E_F = E₀ + qV/2,

as long as the left half-disc exists, which means qV < 2E₀. Beyond that E_F = 2E₀. The right half-disc has doubled in area, so its radius has grown by √2. The mean speed in it is two thirds of the edge speed, and the mean of cos θ is 2/π, hence

v⁺ = (4/3π) √(2E_F/m),

which grows by √2 as well. Between the limits, R was computed at 25 fillings from ν = 0.01 to 20; it increased throughout and stayed below √2.

**Reading the example**

For the parameters given at the start, N₂ = 2.16×10¹² cm⁻² and v_T = 1.203×10⁷ cm/s, so

ν = 5.00/2.16 = 2.315.

With e^{2.315} = 10.12, the end points are η₀ = ln 9.12 = 2.21 and η_∞ = ln(10.12² − 1) = 4.62. The barrier drops by 2.41 × 25.85 meV = 62 meV, and v⁺ rises from 1.633 to 2.059×10⁷ cm/s, a gain of 1.26. These figures apply to a channel whose next subband lies several kT above the source Fermi level, which at high bias is 119 meV above the barrier top. Otherwise that subband takes up part of the charge. The figures also assume that the band stays parabolic up to these energies. With E(1 + αE) = ħ²k²/2m and α = 0.5 eV⁻¹, the velocities become 1.57 and 1.92×10⁷ cm/s and the gain drops to 1.23; for α = 1 eV⁻¹ it is 1.20.

Most of this happens within the first 0.1 V. There the drain-filled share of the charge has fallen from 50 to 15 per cent and v⁺ has reached 1.93×10⁷ cm/s. At 0.2 V the share is 0.9 per cent. The zero-temperature picture, with E₀ = 60 meV, puts complete emptying at 0.12 V; at 300 K the Fermi edge is smeared and the end of the rise is gradual.

The zero-temperature velocities are 1.38 and 1.95×10⁷ cm/s. Both lie below the 300 K values, the first by more. The bracket 1 + π²/(8η²) shows why: thermal spreading speeds up a less degenerate gas by a larger fraction. It raises the starting velocity more than the final one and brings the gain below √2.

The density dependence separates the two parts of the argument. At 10¹⁰ cm⁻² the Fermi level still rises by 0.70 kT, but the velocity gain is 1.0007. At 10¹² cm⁻² the gain is 1.07, and at 10¹³ cm⁻² it is 1.36. The expanded degenerate formula, √2 [1 − 3π²/(32ν²)], gives 1.35 for the last case, where ν = 4.63. At ν = 2.315 it gives 1.17 instead of 1.26, so it should not be used there.

**The loss of backflow is a separate effect**

The current per width is I/W = q(J⁺ − J⁻), where J⁻ is J⁺ with η_S replaced by η_D. Dividing by qN and taking out v⁺,

I/(qNW) = v⁺ [1 − F_{1/2}(η_D)/F_{1/2}(η_S)] / [1 + F₀(η_D)/F₀(η_S)].

This average velocity starts at zero and joins v⁺ at high bias. It would rise with V even if v⁺ were constant, simply because the opposing stream vanishes. Between 0.1 and 0.5 V it grows from 1.432 to 2.059×10⁷ cm/s, a factor of 1.44. Of this, v⁺ contributes 2.059/1.932 = 1.07, and the disappearance of the drain-filled stream contributes the remaining 1.35. A rising current divided by charge is therefore not by itself evidence of a rising injection velocity.

At 0.5 V the current is qNv⁺ = 1.65 mA/μm. With the equilibrium velocity it would be 1.65/1.26 = 1.31 mA/μm, which is 21 per cent too low relative to the correct value at this charge.

**Fixed charge is not fixed gate voltage**

Let the gate act through an insulator of capacitance C per area, and let the drain have no direct capacitive influence on the barrier. When the barrier sinks by kTΔη, the electrostatic potential there rises by kTΔη/q and reduces the voltage across the insulator. With a constant V₀,

qN = C(V_G − V₀ − kTη_S/q).

Holding N fixed thus requires an additional gate voltage kTΔη/q, here 62 mV. If V_G is held instead,

qΔN = −C kTΔη/q,

and the charge falls. Here Δη is the rise that occurs at fixed V_G, which is smaller than the fixed-charge value ln(1 + e^ν). For C → 0, at a given starting density, ΔN vanishes and the fixed-charge result holds. For C → ∞ it is Δη that must vanish: the barrier is frozen, the charge halves, and v⁺ gains nothing.

The scale that separates these cases is the charge response of the channel itself, q²∂N/∂(kTη_S) = (q²N₂/2kT)(f_S + f_D). At high bias f_D ≈ 0 and f_S ≈ 0.99, which gives about 6.6 μF/cm² in the example. An insulator with 3 μF/cm² is not small on this scale. At fixed gate voltage and 0.5 V on the drain, N falls to 4.20×10¹² cm⁻², v⁺ reaches 1.93×10⁷ cm/s, and the gain is 1.18 instead of 1.26.

The resulting current is 1.65 × (4.20/5.00) × (1.93/2.06) ≈ 1.30 mA/μm. This nearly equals the 1.31 mA/μm obtained from the equilibrium charge and equilibrium velocity. The agreement comes from two omissions that happen to cancel for this capacitance: the charge is overestimated and the velocity underestimated. In the limits C → 0 and C → ∞ the current is 1.65 and 0.65 mA/μm, and the shortcut fails in opposite directions.

If the drain also pulls the barrier down electrostatically, the last relation between N and V_G changes. The relation between N, u and η_S does not, so the fixed-charge result survives, with a different gate voltage needed to keep N.

**Bands for which the statement fails**

The covariance formula shows that degeneracy is not sufficient. In an isotropic linear band, E = ħv_F k, every carrier has speed v_F, and c = 2v_F/π at all energies. The first bracket in the pair integral vanishes. The Fermi level still rises when the drain-filled states empty, but the injection velocity stays at 2v_F/π for any filling.

The sign can even reverse when slow states lie above fast ones. Take a light valley of mass 0.05 and a heavy valley of mass 0.50 free-electron masses, the heavy one 0.15 eV higher, both isotropic and filled by the same contacts. Just above 0.15 eV most states belong to the heavy valley and have almost no kinetic energy. The average c(E) therefore drops at this energy to a fraction 0.05/(0.05 + 0.50) = 1/11 of its value just below, which is the light valley's share of the density of states, before it rises again. Pairs of energies just below and just above the drop contribute negatively to dv⁺/dη.

At N = 2×10¹² cm⁻² and 300 K, a drain bias of 0.5 V raises η_S from 3.04 to 4.65, measured from the light-valley barrier top. The heavy valley's share of the right-movers grows from 17 to 37 per cent, and v⁺ falls from 3.09 to 2.89×10⁷ cm/s, a net decrease of 7 per cent. The change is not monotonic: dv⁺/dη is still slightly positive at η_S = 3.04 and clearly negative at 4.65, so v⁺ first rises a little and then falls. The size of the decrease depends on the valleys being parabolic; with E(1 + αE) = ħ²k²/2m and α = 1.2 and 0.5 eV⁻¹ for the light and heavy valley it is 4 per cent. The Fermi level has moved in the same direction as in the one-valley channel, but more than half of the added right-movers enter the slower heavy valley.

Scattering weakens the first part of the argument. If source carriers are turned back near the barrier top, they occupy left-moving states that the drain no longer fills. The right-moving density then stays below N at high bias, and the Fermi level need not rise as far as the ballistic charge condition demands. The numerical output lists the bias and density dependence behind the figures quoted here.

Numbers as computed

```
mass 0.20 m0, T 300 K, kT/q 25.85 mV
N2 2.1598e+12 cm^-2, v_T 1.2030 1e7 cm/s
N 5.00e+12 cm^-2, nu = N/N2 2.3150
Bias sweep at fixed N (velocities in 1e7 cm/s, current in mA/um):
V_D[V] eta_S  E_F-barrier[meV] drain share[%]  v_plus  v_avg  I/W
0.000  2.2110     57.16        50.000       1.6328  0.0000  0.0000
0.025  2.6828     69.35        40.628       1.7147  0.3880  0.3109
0.050  3.1283     80.87        31.508       1.7938  0.7652  0.6130
0.100  3.9005    100.84        15.323       1.9319  1.4319  1.1471
0.200  4.5781    118.35         0.899       2.0518  2.0224  1.6201
0.500  4.6202    119.44         0.000       2.0591  2.0591  1.6495
Full emptying: eta 2.2110 -> 4.6202, rise 2.4092
barrier drop 62.28 meV, velocity gain 1.2611
N left if barrier were frozen 2.500e+12 cm^-2
Zero temperature: E0 59.85 meV, full at V_D 0.1197 V
v_plus at T=0: 1.3770 -> 1.9473 1e7 cm/s
Density sweep, drain states full -> empty (v in 1e7 cm/s):
N[cm^-2]  nu  eta_low  eta_high  rise  v_low  v_high  gain
1e+10   0.0046  -5.3729  -4.6774  0.6955  1.2039  1.2047  1.0007
1e+11   0.0463  -3.0494  -2.3328  0.7166  1.2112  1.2194  1.0068
1e+12   0.4630  -0.5296   0.4216  0.9512  1.2859  1.3710  1.0662
5e+12   2.3150   2.2110   4.6202  2.4092  1.6328  2.0591  1.2611
1e+13   4.6300   4.6202   9.2599  4.6397  2.0591  2.7940  1.3569
Gate: C 3.0 uF/cm^2, V_D 0.5 V
extra gate voltage that keeps N 62.28 mV
at fixed gate voltage: N 4.198e+12 cm^-2, eta 3.8670
  v_plus 1.9259 1e7 cm/s, gain 1.1795
Two valleys: masses 0.05, 0.50 m0, offset 0.15 eV, N 2e+12 cm^-2
  V_D 0.0 V: eta 3.0432, v_plus 3.0946 1e7 cm/s, heavy share 16.58 %
  V_D 0.5 V: eta 4.6509, v_plus 2.8913 1e7 cm/s, heavy share 37.09 %
  velocity ratio 0.9343
```
